**Domain shapes in twisted MoS2-like bilayers**

The program relaxes a moiré cell of two elastic layers coupled by a stacking energy V(s), where s is the lateral offset between the layers, and compares parallel with antiparallel orientation. An explicit atomic pair sum asserts that V(s) = V(-s) for parallel mirror-symmetric layers, and that this fails for antiparallel layers and for equally oriented Janus layers. The domain outline is described by c3, the relative threefold harmonic of its radius, which is 0.275 for an ideal triangle and 0 for a regular hexagon. At 0.3 degree twist the output gives c3 = 0.273 for parallel and 0.011 for antiparallel layers. The program asserts that the relaxed energy grows with the moiré period L as 3T (triangles) and √3 T (hexagons), within 5 percent, where T is the tension of the corresponding wall computed separately. It also asserts the closed formula for the parallel wall tension, grid convergence, stability against a random kick, and a steady fall of c3 as the second minimum is raised. All material parameters are rough round values.

## Verification by program

```python
# RESULT UNDER TEST: a slightly twisted bilayer of mirror-symmetric MX2 layers
# relaxes into triangular domains when parallel (two degenerate stackings) and
# into hexagon-like domains when antiparallel (one dominant stacking).
# s      : lateral offset, top-layer metal relative to bottom-layer metal (nm)
# tau    : in-plane vector from metal to chalcogen, (a1+a2)/3
# V(s)   : stacking energy per area (eV/nm2), set by its values at 0, tau, -tau
# w(r)   : relative in-plane displacement of the layers, shared equally
# L      : moire period a/theta; T : energy of a domain wall per length
# Site energies are listed as (s=0, s=tau, s=-tau) in meV per unit cell.
# Parallel: s=0 is eclipsed, s=+-tau are the two staggered stackings.
# Antiparallel: s=0 is metal on metal, s=tau is 2H, s=-tau is X on X.
# All material parameters are rough round values in the regime of MoS2.
import numpy as np
from numpy.fft import fft2, ifft2, fftfreq
from scipy import constants
from scipy.ndimage import map_coordinates
from scipy.optimize import minimize

a = 0.316
a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])
tau = (a1 + a2) / 3
cell_area = a * a * np.sqrt(3) / 2
recip = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
G = np.array([recip[0], recip[1], -recip[0] - recip[1]])
H = G - np.roll(G, -1, axis=0)          # second star of reciprocal vectors
g = np.linalg.norm(G[0])
lam_layer, mu_layer = 200.0, 300.0      # eV/nm2, one layer
lam, mu = lam_layer / 2, mu_layer / 2   # for the relative displacement
PARALLEL = (60.0, 0.0, 0.0)
ANTIPARALLEL = (15.0, 0.0, 60.0)
to_density = 1e-3 / cell_area           # meV per cell -> eV/nm2


# ---------- symmetry of the stacking energy from an explicit atomic sum -------
SPECIES = {"M": (0.24, 5.0), "X": (0.19, 12.0), "Y": (0.21, 15.0)}
idx = np.arange(-8, 9)
lattice = (idx[:, None, None] * a1 + idx[None, :, None] * a2).reshape(-1, 2)


def pair_sum(s, orientation, lower="X", upper="X", spacing=0.62):
    """Interlayer energy per cell (meV), Morse pairs; orientation is +1 or -1.
    lower and upper name the chalcogens below and above the metal plane."""
    layer = [("M", 0, 0.0), (lower, 1, -0.156), (upper, 1, 0.156)]
    total = 0.0
    for kind_b, shift_b, z_b in layer:
        for kind_t, shift_t, z_t in layer:
            lateral = s + (orientation * shift_t - shift_b) * tau + lattice
            r = np.sqrt((lateral**2).sum(1) + (spacing + z_t - z_b) ** 2)
            r0 = SPECIES[kind_b][0] + SPECIES[kind_t][0]
            depth = np.sqrt(SPECIES[kind_b][1] * SPECIES[kind_t][1])
            x = np.exp(-15.0 * (r - r0))
            total += depth * (x * x - 2 * x).sum()
    return total


generic = np.array([0.071, 0.023])
for spacing in (0.58, 0.62, 0.68):
    for s in (tau, generic):
        assert abs(pair_sum(s, 1, spacing=spacing)
                   - pair_sum(-s, 1, spacing=spacing)) < 1e-8
turn = np.array([[-0.5, -np.sqrt(3) / 2], [np.sqrt(3) / 2, -0.5]])
for orientation in (1, -1):
    assert abs(pair_sum(turn @ generic, orientation)
               - pair_sum(generic, orientation)) < 1e-8
split_p = pair_sum(tau, 1) - pair_sum(-tau, 1)
split_ap = pair_sum(-tau, -1) - pair_sum(tau, -1)
split_ap_mm = pair_sum(0 * tau, -1) - pair_sum(tau, -1)
split_janus = pair_sum(tau, 1, "Y", "X") - pair_sum(-tau, 1, "Y", "X")
assert abs(split_ap) > 1 and abs(split_ap_mm) > 0.01
assert abs(split_janus) > 0.05


# ---------- smooth stacking energy -------------------------------------------
def stacking(s, sites, second=0.0):
    """V and its gradient at offsets s (first axis: x, y)."""
    e = np.array(sites) * to_density
    mean = e.mean()
    A = (e[0] - mean) / 3
    B = (e[1] - e[2]) / (3 * np.sqrt(3))
    phase = np.tensordot(G, s, axes=1)
    c, sn = np.cos(phase), np.sin(phase)
    energy = mean + (A * c + B * sn).sum(0)
    grad = np.tensordot(G.T, B * c - A * sn, axes=1)
    if second:
        C = second * to_density
        phase = np.tensordot(H, s, axes=1)
        energy = energy + C * (np.cos(phase) - 1).sum(0)
        grad = grad - C * np.tensordot(H.T, np.sin(phase), axes=1)
    return energy, grad


for site, value in zip((0 * tau, tau, -tau), ANTIPARALLEL):
    energy, grad = stacking(site, ANTIPARALLEL)
    assert abs(energy - value * to_density) < 1e-10
    assert np.abs(grad).max() < 1e-10
    step = 1e-5
    hess = np.array([(stacking(site + step * d, ANTIPARALLEL)[1]
                      - stacking(site - step * d, ANTIPARALLEL)[1]) / (2 * step)
                     for d in np.eye(2)])
    mean = np.mean(ANTIPARALLEL) * to_density
    assert np.allclose(hess, -(g * g / 2) * (energy - mean) * np.eye(2),
                       atol=1e-4)


# ---------- relaxation of one moire cell --------------------------------------
def relax(sites, twist_deg, n, second=0.0, kick=0.0):
    theta = np.radians(twist_deg)
    cell = np.array([[a1[1], a2[1]], [-a1[0], -a2[0]]]) / theta
    B = 2 * np.pi * np.linalg.inv(cell).T
    n1, n2 = np.meshgrid(fftfreq(n, 1 / n), fftfreq(n, 1 / n), indexing="ij")
    Q = B[:, 0, None, None] * n1 + B[:, 1, None, None] * n2
    Q2 = (Q**2).sum(0)
    scale = 1 / np.sqrt(mu * Q2 + 50.0)  # preconditioner
    scale[0, 0] = 0.0                    # fixes the free sliding of the pattern
    x1, x2 = np.meshgrid(np.arange(n) / n, np.arange(n) / n, indexing="ij")
    rigid = a1[:, None, None] * x1 + a2[:, None, None] * x2

    def cost(z):
        wk = scale * fft2(z.reshape(2, n, n))
        w = ifft2(wk).real
        energy, grad = stacking(rigid + w, sites, second)
        elastic = ifft2((lam + mu) * Q * (Q * wk).sum(0) + mu * Q2 * wk).real
        total = energy.sum() + 0.5 * (w * elastic).sum()
        return total, ifft2(scale * fft2(grad + elastic)).real.ravel()

    start = kick * np.random.default_rng(1).standard_normal(2 * n * n)
    first_grad = np.abs(cost(np.zeros(2 * n * n))[1]).max()
    best = minimize(cost, start, jac=True, method="L-BFGS-B",
                    options=dict(maxiter=1500, maxfun=2000, maxcor=15,
                                 ftol=1e-12, gtol=1e-6))
    assert np.abs(cost(best.x)[1]).max() < 2e-3 * first_grad
    wk = scale * fft2(best.x.reshape(2, n, n))
    period = a / theta
    area = period**2 * np.sqrt(3) / 2
    return dict(w=ifft2(wk).real, wk=wk, Q=Q, Q2=Q2, rigid=rigid, n=n,
                theta=theta, cell=cell, L=period, area=area,
                energy=best.fun / n**2 * area, sites=sites)


def harmonics(radius, phi):
    return [abs(2 * np.mean(radius * np.exp(1j * m * phi))) / radius.mean()
            for m in (3, 6)]


phi = np.arange(360) * 2 * np.pi / 360


def shape(state):
    """Outline where s is a/(2 sqrt3) away from the minimum at tau."""
    rho = np.linspace(0, 0.7 * state["L"], 500)
    r = rho * np.array([np.cos(phi), np.sin(phi)])[:, :, None]
    frac = np.tensordot(np.linalg.inv(state["cell"]), r, axes=1) + 1 / 3
    w = np.array([map_coordinates(comp, frac * state["n"], order=3,
                                  mode="grid-wrap") for comp in state["w"]])
    offset = state["theta"] * np.array([-r[1], r[0]]) + w
    excess = np.sqrt((offset**2).sum(0)) - a / (2 * np.sqrt(3))
    assert (excess.max(axis=1) > 0).all()
    k = np.argmax(excess > 0, axis=1)
    row = np.arange(len(phi))
    lo, hi = excess[row, k - 1], excess[row, k]
    radius = rho[k - 1] - lo * (rho[1] - rho[0]) / (hi - lo)
    return harmonics(radius, phi) + [radius.min(), radius.max()]


def fractions(state):
    """Share of the cell nearest to each stacking s=0, tau, -tau."""
    s = state["rigid"] + state["w"]
    near = [np.cos(np.tensordot(G, s - p[:, None, None], axes=1)).sum(0)
            for p in (0 * tau, tau, -tau)]
    return np.bincount(np.argmax(near, 0).ravel(), minlength=3) / s[0].size


def polygon(m):
    folded = (phi + np.pi / m) % (2 * np.pi / m) - np.pi / m
    return harmonics(1 / np.cos(folded), phi)


twist = 0.3
P = relax(PARALLEL, twist, 63)
AP = relax(ANTIPARALLEL, twist, 63)
shape_p, shape_ap = shape(P), shape(AP)
frac_p, frac_ap = fractions(P), fractions(AP)
tri, hexa = polygon(3), polygon(6)
assert shape_p[0] > 0.15 and shape_ap[0] < 0.5 * shape_p[0]
assert abs(frac_p[1] - frac_p[2]) < 0.02 and frac_p[1] > 0.4
assert frac_ap[1] > 0.6

# finer grid, and a random kick that could reveal a lower, less symmetric state
fine_p, fine_ap = relax(PARALLEL, twist, 81), relax(ANTIPARALLEL, twist, 81)
shift_energy = [abs(f["energy"] / c["energy"] - 1)
                for f, c in ((fine_p, P), (fine_ap, AP))]
shift_shape = [abs(shape(fine_p)[0] - shape_p[0]),
               abs(shape(fine_ap)[0] - shape_ap[0])]
assert max(shift_energy) < 5e-3 and max(shift_shape) < 0.01
kick_shift = [abs(relax(s["sites"], twist, 63, kick=0.8)["energy"]
                  / s["energy"] - 1) for s in (P, AP)]
assert max(kick_shift) < 1e-3


# ---------- single walls and the length of the wall network -------------------
def wall(start, end, sites):
    """Tension, 10-90 % width and peak slope of a straight shear wall."""
    jump = np.linalg.norm(end - start)
    t = (end - start) / jump
    frame = np.array([t, [-t[1], t[0]]])        # along and across the wall
    stiff = np.array([mu, lam + 2 * mu])[:, None]
    x = np.linspace(-40, 40, 321)
    h = x[1] - x[0]
    u = np.zeros((2, x.size))
    u[0] = jump * (1 + np.tanh(x / 3)) / 2
    u[0, 0], u[0, -1] = 0.0, jump

    def cost(inner):
        full = u.copy()
        full[:, 1:-1] = inner.reshape(2, -1)
        energy, grad = stacking(start[:, None] + frame.T @ full, sites)
        d = np.diff(full, axis=1)
        slope = h * (frame @ grad)[:, 1:-1] - stiff * np.diff(d, axis=1) / h
        return h * energy.sum() + (stiff * d * d).sum() / (2 * h), slope.ravel()

    best = minimize(cost, u[:, 1:-1].ravel(), jac=True, method="L-BFGS-B",
                    options=dict(maxiter=5000, maxfun=6000, maxcor=20,
                                 ftol=1e-13, gtol=1e-7))
    u[:, 1:-1] = best.x.reshape(2, -1)
    width = (np.interp(0.9 * jump, u[0], x) - np.interp(0.1 * jump, u[0], x))
    return best.fun, width, np.diff(u[0]).max() / h


T_p, width_p, slope_p = wall(a1 - tau, tau, PARALLEL)
T_ap, width_ap, _ = wall(tau, tau + a1, ANTIPARALLEL)
A_p = (PARALLEL[0] - np.mean(PARALLEL)) / 3 * to_density
T_formula = 4 / g * np.sqrt(mu * A_p) * (np.sqrt(3) - np.pi / 3)
assert abs(T_p / T_formula - 1) < 5e-3          # finite wall grid
assert abs(slope_p / np.sqrt(A_p / mu) - 1) < 1e-2

P_long, AP_long = relax(PARALLEL, 0.2, 99), relax(ANTIPARALLEL, 0.2, 99)
growth_p = (P_long["energy"] - P["energy"]) / (P_long["L"] - P["L"])
growth_ap = (AP_long["energy"] - AP["energy"]) / (AP_long["L"] - AP["L"])
# 5 %: walls and corners still interact weakly at these periods
assert abs(growth_p / (3 * T_p) - 1) < 0.05
assert abs(growth_ap / (np.sqrt(3) * T_ap) - 1) < 0.05
half_cell_cost = ANTIPARALLEL[0] * to_density * AP["area"] / 2
assert AP["energy"] < half_cell_cost

# ---------- cause: lift the second minimum step by step; also a wide twist ----
gaps = (0.0, 5.0, 15.0, 30.0)
scan = []
for gap in gaps:
    state = AP if gap == ANTIPARALLEL[0] else relax((gap, 0.0, 60.0), twist, 63)
    scan.append((shape(state)[0], fractions(state)[1], fractions(state)[0]))
assert abs(scan[0][0] - shape_p[0]) < 5e-3
assert all(scan[i][0] > scan[i + 1][0] for i in range(3))
wide = relax(PARALLEL, 6.0, 45)
shape_wide = shape(wide)
assert shape_wide[0] < 0.3 * shape_p[0]

# ---------- size of what the model leaves out ---------------------------------
second = 0.5
shift_second = [max(abs(shape(relax(s["sites"], twist, 63, second=c))[0] - ref)
                    for c in (second, -second))
                for s, ref in ((P, shape_p[0]), (AP, shape_ap[0]))]
bend_modulus, swell = 10.0, 0.06        # eV, nm (rough)


def bending_share(state):
    V = stacking(state["rigid"] + state["w"], state["sites"])[0]
    gap = swell * V / (60.0 * to_density)
    curvature = ifft2(-state["Q2"] * fft2(gap)).real
    return bend_modulus / 4 * (curvature**2).mean() * state["area"] / state["energy"]


def peak_strain(state):
    d = [[ifft2(1j * state["Q"][j] * state["wk"][i]).real / 2 for j in (0, 1)]
         for i in (0, 1)]
    middle = (d[0][0] + d[1][1]) / 2
    spread = np.hypot((d[0][0] - d[1][1]) / 2, (d[0][1] + d[1][0]) / 2)
    return (np.abs(middle) + spread).max()


bend = [bending_share(P), bending_share(AP)]
strain = [peak_strain(P), peak_strain(AP)]
assert max(bend) < 0.1 and max(strain) < 0.05
kT = constants.k * 300 / constants.e
wander = np.sqrt(kT * P["L"] / (4 * T_p))

print("P = parallel, AP = antiparallel; c3, c6 = relative radius harmonics")
print(f"lattice constant {a} nm, cell area {cell_area:.4f} nm2")
print(f"layer Lame constants {lam_layer:.0f}, {mu_layer:.0f} eV/nm2")
print(f"site energies (0,tau,-tau) P {PARALLEL} meV/cell")
print(f"site energies (0,tau,-tau) AP {ANTIPARALLEL} meV/cell")
print("Toy pair sum, differences in meV/cell:")
print(f"  P: V(tau)-V(-tau) = {abs(split_p):.6f}")
print(f"  AP: X-on-X minus 2H = {split_ap:.2f}")
print(f"  AP: metal-on-metal minus 2H = {split_ap_mm:.2f}")
print(f"  P Janus layers: V(tau)-V(-tau) = {split_janus:.2f}")
print(f"twist {twist} deg, moire period {P['L']:.1f} nm, area {P['area']:.0f} nm2")
print("area shares nearest to s=0, tau, -tau (unrelaxed: 1/3 each):")
print("  P ", np.round(frac_p, 3), " AP", np.round(frac_ap, 3))
print(f"ideal triangle c3 {tri[0]:.3f}, c6 {tri[1]:.3f}")
print(f"ideal hexagon  c3 {hexa[0]:.3f}, c6 {hexa[1]:.3f}")
for name, v in (("P ", shape_p), ("AP", shape_ap)):
    print(f"{name} domain c3 {v[0]:.3f}, c6 {v[1]:.3f}, "
          f"radius {v[2]:.1f} to {v[3]:.1f} nm")
print(f"P at 6 deg: period {wide['L']:.2f} nm, c3 {shape_wide[0]:.3f}")
print("Raising the second minimum (meV/cell): c3, share lowest, share second")
for gap, row in zip(gaps, scan):
    print(f"  {gap:4.0f}: {row[0]:.3f}, {row[1]:.3f}, {row[2]:.3f}")
print(f"P wall: tension {T_p:.4f} eV/nm, formula {T_formula:.4f} eV/nm")
print(f"AP wall: tension {T_ap:.4f} eV/nm")
print(f"wall widths (10-90 %): P {width_p:.2f} nm, AP {width_ap:.2f} nm")
print(f"second period for energy growth {P_long['L']:.1f} nm")
print(f"P energy growth {growth_p:.3f} eV/nm, 3T = {3 * T_p:.3f} eV/nm")
print(f"AP energy growth {growth_ap:.3f} eV/nm, "
      f"sqrt3 T = {np.sqrt(3) * T_ap:.3f} eV/nm")
for name, s in (("P ", P), ("AP", AP)):
    rigid_energy = np.mean(s["sites"]) * to_density * s["area"]
    print(f"{name} energy per moire cell: unrelaxed {rigid_energy:.0f} eV, "
          f"relaxed {s['energy']:.1f} eV")
print(f"AP cost of half a cell in second stacking {half_cell_cost:.0f} eV")
print("Checks and neglected effects (P, AP):")
print(f"  grid 63 to 81: energy shift {100 * shift_energy[0]:.4f}, "
      f"{100 * shift_energy[1]:.4f} %")
print(f"  grid 63 to 81: c3 shift {shift_shape[0]:.5f}, {shift_shape[1]:.5f}")
print(f"  random kick: energy shift {100 * kick_shift[0]:.5f}, "
      f"{100 * kick_shift[1]:.5f} %")
print(f"  second harmonic +-{second} meV/cell: c3 shift up to "
      f"{shift_second[0]:.3f}, {shift_second[1]:.3f}")
print(f"  bending modulus {bend_modulus:.0f} eV, spacing change {swell} nm")
print(f"  bending / total energy {100 * bend[0]:.2f}, {100 * bend[1]:.2f} %")
print(f"  peak layer strain {100 * strain[0]:.2f}, {100 * strain[1]:.2f} %")
print(f"  P wall thermal wander at 300 K about {wander:.2f} nm")
print(f"  0.1 % heterostrain / twist = {0.001 / P['theta']:.2f}")
print("checks complete")
```

It prints:

```
P = parallel, AP = antiparallel; c3, c6 = relative radius harmonics
lattice constant 0.316 nm, cell area 0.0865 nm2
layer Lame constants 200, 300 eV/nm2
site energies (0,tau,-tau) P (60.0, 0.0, 0.0) meV/cell
site energies (0,tau,-tau) AP (15.0, 0.0, 60.0) meV/cell
Toy pair sum, differences in meV/cell:
  P: V(tau)-V(-tau) = 0.000000
  AP: X-on-X minus 2H = 36.14
  AP: metal-on-metal minus 2H = -0.64
  P Janus layers: V(tau)-V(-tau) = -0.43
twist 0.3 deg, moire period 60.4 nm, area 3154 nm2
area shares nearest to s=0, tau, -tau (unrelaxed: 1/3 each):
  P  [0.002 0.507 0.492]  AP [0.085 0.913 0.003]
ideal triangle c3 0.275, c6 0.104
ideal hexagon  c3 0.000, c6 0.058
P  domain c3 0.273, c6 0.102, radius 17.4 to 33.4 nm
AP domain c3 0.011, c6 0.053, radius 28.8 to 33.5 nm
P at 6 deg: period 3.02 nm, c3 0.037
Raising the second minimum (meV/cell): c3, share lowest, share second
     0: 0.273, 0.492, 0.507
     5: 0.049, 0.843, 0.155
    15: 0.011, 0.913, 0.085
    30: 0.004, 0.947, 0.050
P wall: tension 0.5736 eV/nm, formula 0.5738 eV/nm
AP wall: tension 1.9645 eV/nm
wall widths (10-90 %): P 6.42 nm, AP 6.03 nm
second period for energy growth 90.5 nm
P energy growth 1.721 eV/nm, 3T = 1.721 eV/nm
AP energy growth 3.404 eV/nm, sqrt3 T = 3.403 eV/nm
P  energy per moire cell: unrelaxed 730 eV, relaxed 100.1 eV
AP energy per moire cell: unrelaxed 912 eV, relaxed 187.9 eV
AP cost of half a cell in second stacking 274 eV
Checks and neglected effects (P, AP):
  grid 63 to 81: energy shift 0.0001, 0.0000 %
  grid 63 to 81: c3 shift 0.00000, 0.00000
  random kick: energy shift 0.00000, 0.00000 %
  second harmonic +-0.5 meV/cell: c3 shift up to 0.000, 0.000
  bending modulus 10 eV, spacing change 0.06 nm
  bending / total energy 0.05, 0.04 %
  peak layer strain 0.88, 1.54 %
  P wall thermal wander at 300 K about 0.82 nm
  0.1 % heterostrain / twist = 0.19
checks complete
```
